# Conductance dips below subband thresholds from an impurity in a wire, part 1

(Sections cited here and not found follow in the second part.)

An electron gas confined to a narrow strip conducts through a few transverse modes, and at low temperature its conductance is a staircase with one step of $2e^2/h$ for each mode that propagates. A single weak attractive defect, much smaller than the electron wavelength, lowers the conductance only slightly over most of a step (by about two per cent at the energy quoted in the example below, and less for a weaker defect). Just below the next step, however, the conductance falls by one whole quantum in a narrow dip, unless the defect sits on a node of the next mode, where a point defect gives no such dip and a small defect of finite width gives at most an extremely narrow one. The mode that is about to open is evanescent there. Near its threshold it is a slow one-dimensional particle, any attraction binds such a particle, and the bound level lies inside the continuum of the lower modes.

## The question

A particle of mass $m^*$ moves in the strip $0<y<W$, $-\infty<x<\infty$, with hard walls. In parts (a) to (f) take $\hbar^2/2m^*=1$ and $W=1$, so that $H_0=-\nabla^2$, the transverse modes are $\chi_n(y)=\sqrt2\sin n\pi y$ and the thresholds are $E_n=n^2\pi^2$. The impurity sits at $\mathbf r_0=(0,y_0)$. Write $\theta=\pi y_0$ and $\chi_n\equiv\chi_n(y_0)$. In the window $E_N<E<E_{N+1}$ put $k_n=\sqrt{E-E_n}$ for $n\le N$ and $\kappa_n=\sqrt{E_n-E}$ for $n>N$. Scattering is elastic and coherent, and the conductance is $G=\mathrm{Tr}\,t^\dagger t$ in units of $2e^2/h$.

**(a)** Show that $\gamma\,\delta(x)\delta(y-y_0)$ does not define a scatterer. Define the point impurity by a length $a$, and say what weak attraction means.

**(b)** Find the scattering strength $\tau(E)$ of the impurity in the wire as a convergent sum.

**(c)** Find $r$, $t$ and $G$.

**(d)** Define the quasi-bound state, find when it exists, and show what is fully reflected at its energy.

**(e)** For weak attraction find the position of the dip, its width and the pole of the scattering matrix.

**(f)** Show that the exact zero survives for an impurity of finite transverse width.

**(g)** Evaluate everything for $m^*=0.067\,m_e$, $W=50$ nm, $y_0=10$ nm, with $a$ taken from a circular well of radius 1 nm and depth 130 meV.

## Model answer (a): the point impurity

The retarded Green function of the clean wire obeys $(E-H_0)G_0=\delta(\mathbf r-\mathbf r')$. Expanding in the complete set $\chi_n(y)$ leaves $g_n''+k_n^2g_n=\delta(x-x')$ for each mode. The outgoing solution is $e^{ik_n|x-x'|}/2ik_n$, because its derivative jumps from $-\tfrac12$ to $+\tfrac12$ at $x'$. For a closed mode $k_n=i\kappa_n$ selects the decaying solution $-e^{-\kappa_n|x-x'|}/2\kappa_n$. Hence

$$G_0(\mathbf r,\mathbf r_0)=\sum_{n\le N}\chi_n\chi_n(y)\frac{e^{ik_n|x|}}{2ik_n}-\sum_{n>N}\chi_n\chi_n(y)\frac{e^{-\kappa_n|x|}}{2\kappa_n}.$$

For the delta potential the Lippmann–Schwinger equation is $\psi(\mathbf r)=\psi_{\rm in}(\mathbf r)+\gamma G_0(\mathbf r,\mathbf r_0)\psi(\mathbf r_0)$. Setting $\mathbf r=\mathbf r_0$ gives $\psi(\mathbf r_0)=\psi_{\rm in}(\mathbf r_0)/[1-\gamma G_0(\mathbf r_0,\mathbf r_0)]$, so

$$\psi=\psi_{\rm in}+\tau\,\psi_{\rm in}(\mathbf r_0)\,G_0(\mathbf r,\mathbf r_0),\qquad \frac1\tau=\frac1\gamma-G_0(\mathbf r_0,\mathbf r_0).\tag{1}$$

For large $n$, $\kappa_n\to n\pi$ and $\chi_n^2$ averages to 1, so $-G_0(\mathbf r_0,\mathbf r_0)$ contains $\sum 1/2n\pi$, which diverges logarithmically. At fixed $\gamma$ the strength $\tau$ tends to zero as more modes are kept. A calculation with a bare delta and $M$ modes therefore describes a different impurity for every $M$, and results quoted for a value of $\gamma$ alone mean nothing.

The form of $\psi$ in (1) is still right for any impurity of radius $R$ small against the wavelength, since outside it the scattered wave is that of a point source. Only the rule that fixes $\tau$ has to be replaced. Let $r=|\mathbf r-\mathbf r_0|$. In the region $R<r\ll1/\sqrt{|E|}$ the term $E\psi$ is negligible, the isotropic part of $\psi$ obeys Laplace's equation, and it is a combination of $1$ and $\ln r$. The ratio of the two is set by the interior of the impurity and defines the scattering length $a$:

$$\psi\to C\ln(r/a)\quad(r\to0).\tag{2}$$

Since $\nabla^2G_0+EG_0=\delta$ and $\nabla^2\ln r=2\pi\delta$, we have $G_0=\frac1{2\pi}\ln r+G_{\rm reg}(E)+o(1)$, with $G_{\rm reg}$ independent of the direction of approach. Insert this in (1) and compare with (2). The logarithms give $C=\tau\psi_{\rm in}/2\pi$. The constants give $\psi_{\rm in}+\tau\psi_{\rm in}G_{\rm reg}=-C\ln a$. Dividing by $\tau\psi_{\rm in}$,

$$\frac1\tau=-G_{\rm reg}(E)-\frac1{2\pi}\ln a.\tag{3}$$

In the unbounded plane at $E=-\kappa^2$, $G_0=-K_0(\kappa r)/2\pi$ and $K_0(z)\to-\ln(z/2)-\gamma_E$, with $\gamma_E$ Euler's constant. Then $G_{\rm reg}=\frac1{2\pi}[\ln(\kappa/2)+\gamma_E]$ and

$$\frac1\tau=\frac1{2\pi}\ln\frac{\kappa_b}{\kappa},\qquad\kappa_b=\frac{2e^{-\gamma_E}}a .$$

The pole of $\tau$ at $\kappa=\kappa_b$ is a bound state of energy $-\kappa_b^2$.

For a circular well of depth $q^2$ and radius $R$ the zero-energy solution is $J_0(qr)$ inside and $\ln(r/a)$ outside. Matching logarithmic derivatives, with $J_0'=-J_1$, gives $-qJ_1/J_0=1/[R\ln(R/a)]$, or

$$\ln\frac aR=\frac{J_0(qR)}{qR\,J_1(qR)}\approx\frac{2}{(qR)^2}-\frac14 ,$$

where the last form uses $J_0\approx1-x^2/4$ and $xJ_1\approx\frac{x^2}2(1-x^2/8)$ with $x=qR$. A weak well thus has an exponentially large $a$. A hard disc has $\psi(R)=0$ and so $a=R$. A point impurity has no sign of its own: weak attraction means $a\gg W$, and a small repulsive core means $a\ll W$. (For the hard disc the pole at $\kappa_b\sim1/R$ lies outside the range $\kappa R\ll1$ where (2) holds and is not a physical state.)

## Model answer (b): the strength in the wire

Approach the impurity along the axis, $x=\epsilon$, $y=y_0$. With $\kappa_n=-ik_n$ for open modes, so that $1/2\kappa_n=i/2k_n$, both sums take one form, and the same sum at $E=0$ is added and subtracted:

$$-G_0=\sum_n\chi_n^2\left[\frac{e^{-\kappa_n\epsilon}}{2\kappa_n}-\frac{e^{-n\pi\epsilon}}{2n\pi}\right]+\sum_n\frac{\sin^2n\theta}{n\pi}e^{-n\pi\epsilon}.$$

In the first sum $\epsilon\to0$ may be taken term by term. The derivative of $e^{-\kappa\epsilon}/\kappa$ with respect to $\kappa$ has magnitude $(1+\kappa\epsilon)e^{-\kappa\epsilon}/\kappa^2\le1/\kappa^2$, and $n\pi-\kappa_n=E/(n\pi+\kappa_n)$ is of order $1/n$, so the terms are bounded by a constant over $n^3$ uniformly in $\epsilon$.

The second sum is elementary. Write $\rho=e^{-\pi\epsilon}$, $\sin^2n\theta=\frac12(1-\cos2n\theta)$, and use $\sum_nz^n/n=-\ln(1-z)$ for $z=\rho$ and, taking the real part, for $z=\rho e^{2i\theta}$:

$$\sum_n\frac{\sin^2n\theta}{n\pi}\rho^n=\frac1{2\pi}\left[-\ln(1-\rho)+\ln|1-\rho e^{2i\theta}|\right]\to\frac1{2\pi}\left[-\ln\pi\epsilon+\ln(2\sin\theta)\right],$$

since $1-\rho\to\pi\epsilon$ and $|1-e^{2i\theta}|=2\sin\theta$. The term $-\frac1{2\pi}\ln\epsilon$ is the expected singularity, and the rest is $-G_{\rm reg}$. Equation (3) gives, after separating real and imaginary parts,

$$\frac1\tau=D_N(E)+i\Gamma(E),\qquad\Gamma=\sum_{n\le N}\frac{\chi_n^2}{2k_n},\tag{4}$$

$$D_N(E)=\frac1{2\pi}\ln\frac{2\sin\theta}{\pi a}-\sum_{n\le N}\frac{\sin^2n\theta}{n\pi}+\sum_{n>N}\chi_n^2\left[\frac1{2\kappa_n}-\frac1{2n\pi}\right].\tag{5}$$

All of $\tau$, $D_N$, $\Gamma$ are dimensionless; for general $W$ read $a/W$, $k_nW$, $\kappa_nW$ and $W\chi_n^2$. Because $\chi_1\neq0$ anywhere inside the wire, $\Gamma>0$ for $N\ge1$.

An equivalent finite model is useful below. Keep $M$ modes and a bare delta whose strength is tuned by

$$\frac1{\gamma_M}=\frac1{2\pi}\ln\frac{2\sin\theta}{\pi a}-\sum_{n\le M}\frac{\sin^2n\theta}{n\pi}.$$

Equation (1) then gives $1/\tau=1/\gamma_M+\sum_{N<n\le M}\chi_n^2/2\kappa_n+i\Gamma$, and since $\chi_n^2/2n\pi=\sin^2n\theta/n\pi$ the real part is (5) with the last sum stopped at $M$. For large $M$ the bare strength $\gamma_M$ creeps to zero from below, while $\tau$ converges; for $a\ll W$ it is positive for the first few $M$ and changes sign through infinity.

## Model answer (c): the scattering matrix

Use waves of equal flux, $\chi_n(y)e^{\pm ik_nx}/\sqrt{k_n}$. A wave incident from the left in mode $n$ has $\psi_{\rm in}(\mathbf r_0)=u_n\equiv\chi_n/\sqrt{k_n}$. The open part of the scattered wave in (1) is

$$\tau u_n\sum_{m\le N}\chi_m\chi_m(y)\frac{e^{ik_m|x|}}{2ik_m}=\sum_{m\le N}\frac{\tau u_mu_n}{2i}\;\frac{\chi_m(y)e^{ik_m|x|}}{\sqrt{k_m}} .$$

It goes out equally on both sides, so $r=\tau uu^T/2i$ and $t=1+r$. The same matrices hold for incidence from the right. Since $u^Tu=2\Gamma$, write $u=\sqrt{2\Gamma}\,\hat u$ with $\hat u$ a real unit vector. Then $r=(\tau\Gamma/i)\,\hat u\hat u^T$, that is

$$r=-\frac{i\Gamma}{D+i\Gamma}\,\hat u\hat u^T,\qquad t=(1-\hat u\hat u^T)+\frac{D}{D+i\Gamma}\,\hat u\hat u^T,\tag{6}$$

with $D\equiv D_N$. The $N-1$ combinations of modes orthogonal to $\hat u$ have $\psi_{\rm in}(\mathbf r_0)=0$ and pass untouched. The combination $\hat u$ has transmission probability $D^2/(D^2+\Gamma^2)$ and reflection probability $\Gamma^2/(D^2+\Gamma^2)$. Hence

$$G=N-\frac{\Gamma^2}{D^2+\Gamma^2}.\tag{7}$$

A point impurity can never remove more than one quantum.

Unitarity of the full $2N\times2N$ matrix follows from the mirror symmetry $x\to-x$. Waves sent in symmetrically from both sides scatter with $t+r$, and antisymmetrically with $t-r$. Here $t-r=1$, because odd waves vanish on the line $x=0$. The matrix $t+r=1+2r$ has eigenvalue 1 on the space orthogonal to $\hat u$ and $(D-i\Gamma)/(D+i\Gamma)$ along $\hat u$. All have modulus one. The factors $\sqrt{k_n}$ matter for $N\ge2$: without them the off-diagonal amplitudes are $\tau\chi_m\chi_n/2ik_m$, the matrix is in general neither symmetric nor unitary, and its squared off-diagonal entries are not probabilities.

## Model answer (d): the quasi-bound state and total reflection

Define the quasi-bound state as the bound state that remains when the open modes are removed from the Hilbert space. In the $M$-mode model take $\psi=\sum_{N<n\le M}c_n\chi_n(y)e^{-\kappa_n|x|}$. Projecting the Schrödinger equation on mode $n$ and integrating across $x=0$ equates the jump of the derivative, $-2\kappa_nc_n$, to $\gamma_M\chi_n\psi(\mathbf r_0)$ with $\psi(\mathbf r_0)=\sum_m\chi_mc_m$. Call $s=-\gamma_M\psi(\mathbf r_0)$. Then $c_n=s\chi_n/2\kappa_n$, and substituting back, $s=-\gamma_Ms\sum\chi_n^2/2\kappa_n$. A solution with $s\ne0$ needs $1/\gamma_M+\sum_{N<n\le M}\chi_n^2/2\kappa_n=0$. As $M\to\infty$ this is

$$D_N(E^*)=0,\qquad\psi_b=\sum_{n>N}\frac{\chi_n}{2\kappa_n}\chi_n(y)e^{-\kappa_n|x|},$$

with $s=1$. Using $\int e^{-2\kappa|x|}dx=1/\kappa$, its squared norm is $\sum_{n>N}\chi_n^2/4\kappa_n^3$. This is also the slope of $D_N$: from $d\kappa_n/dE=-1/2\kappa_n$ follows $d(1/2\kappa_n)/dE=1/4\kappa_n^3$, so

$$D_N'(E)=\sum_{n>N}\frac{\chi_n^2}{4\kappa_n^3}>0.\tag{8}$$

Assume $\chi_{N+1}\ne0$. Then $D_N$ is continuous and strictly increasing on $[E_N,E_{N+1})$, finite at $E_N$ because it contains no $k_N$, and tends to $+\infty$ at $E_{N+1}$ through $\chi_{N+1}^2/2\kappa_{N+1}$. It has exactly one zero inside the window if $D_N(E_N)<0$, and none otherwise. Since $a$ enters only as $-\frac1{2\pi}\ln a$, the condition reads

$$a>a_c,\qquad a_c=a\,e^{2\pi D_N(E_N)},$$

where the right side does not depend on the $a$ used to evaluate it. An impurity with $a<a_c$ has no level in this window. For $N=0$ the window extends to $E\to-\infty$, where the walls stop mattering and $D_0\to\frac1{2\pi}\ln(\kappa_b/\kappa)\to-\infty$, so a zero always exists. With $\Gamma=0$ it is a real pole of $\tau$. For an attractive impurity, and provided $\kappa R\ll1$ at the zero, it is the true bound state below $E_1$; for a small repulsive core it is the unphysical pole noted in part (a). The quasi-bound states are its copies under the higher thresholds.

Setting $D=0$ in (6) and (7),

$$r=-\hat u\hat u^T,\qquad t=1-\hat u\hat u^T,\qquad G(E^*)=N-1 .$$

No weak-coupling assumption was used. The zero lies exactly at the energy of the closed-mode bound state, with no shift from the coupling to the open modes, because those modes contribute only the imaginary part $i\Gamma$ to $-G_0(\mathbf r_0,\mathbf r_0)$. In terms of parity, the even wave acquires the factor $-1$ and the odd wave $+1$, and $t$, their average, vanishes along $\hat u$. The scattering state for incidence in $\hat u$ has open components proportional to $\sin k_nx$ on the left and nothing on the right, while its closed part is, by (1), $-\tau\psi_{\rm in}(\mathbf r_0)\,\psi_b$, the quasi-bound state itself.

What is fully reflected is the eigenchannel $\hat u$, with components proportional to $\chi_n/\sqrt{k_n}$. For $N=1$ it is the only mode and $t=0$. For $N\ge2$ a wave sent in mode $n$ is reflected with total probability $\sum_m|r_{mn}|^2=\hat u_n^2\sum_m\hat u_m^2=\hat u_n^2$, which is below one unless all other open modes have a node at $y_0$. The claim that one particular mode is blocked is false in general.

The threshold itself is a useful limit. As $E\to E_{N+1}$ from below, $D\approx\chi_{N+1}^2/2\kappa_{N+1}\to\infty$, so $N-G\approx(2\kappa_{N+1}\Gamma/\chi_{N+1}^2)^2\to0$ and the impurity is invisible, for any $a$. Just above threshold the same term has moved into $\Gamma$, which diverges as $1/k_{N+1}$; $\hat u$ turns into the new mode, which is fully reflected, and $G=(N+1)-1=N$ is continuous. That reflection is the ordinary one of a slow wave and must not be confused with the resonance. If $\chi_{N+1}=0$, as for $y_0=W/2$ and $N=1$, mode $N+1$ is decoupled, $D_N$ stays finite at $E_{N+1}$, and no level splits from that threshold. This holds for the point impurity; part (f) treats an impurity of finite width on a node.

For a point impurity in a wire with at least one open mode, exactly one eigenchannel is fully reflected at the energy of the quasi-bound state, when that state exists, and the conductance there is $G=N-1$. It remains to find the position, width and pole of the dip for weak attraction, to treat an impurity of finite transverse width, and to work through a numerical example.
